# Wavelength and Diffraction-Limited Spot Radius of a 1 keV Electron Beam

## The problem

A scanning electron microscope focuses electrons of kinetic energy $T=1$ keV onto a specimen. The outermost rays of the converging cone make an angle $\alpha=10$ mrad with the axis.

(a) What is the wavelength of the electrons, in picometres?

(b) What spot radius, in nanometres, does diffraction alone allow?

Take the lens to be ideal and its circular aperture to be filled uniformly and coherently, as by a point source of one energy. The spot radius is the distance from the centre of the spot to the first dark ring. Aberrations, defocus, source size, energy spread and scattering in the specimen are left out.

Use $mc^2=510.999$ keV for the electron rest energy and $hc=1239.84$ keV pm.

## Hints

**Hint 1.** The wavelength follows from the momentum, $\lambda=h/p$. Find $pc$ from the relation between total energy, momentum and rest energy. The total energy is $T+mc^2$.

**Hint 2.** An ideal lens sends plane waves to the focus from every direction inside the cone, all in phase at the focal point. At a distance $r$ to the side they are no longer in phase. Add them up.

**Hint 3.** A plane wave inclined at $\theta$ to the axis has a transverse wave vector of length $k\sin\theta$, with $k=2\pi/\lambda$. The transverse wave vectors therefore fill a disc of radius $k\sin\alpha$.

**Hint 4.** Expand the sum of waves in powers of $x=kr\sin\alpha$ and look for its first zero between $x=3$ and $x=4$.

## Solution

### (a) The wavelength

Total energy and momentum are related by

$$(T+mc^2)^2=(pc)^2+(mc^2)^2 .$$

The left side is $T^2+2T\,mc^2+(mc^2)^2$. The squared rest energy cancels, which leaves

$$pc=\sqrt{T^2+2T\,mc^2},\qquad \lambda=\frac{h}{p}=\frac{hc}{\sqrt{T^2+2T\,mc^2}} .$$

With energies in keV,

$$pc=\sqrt{1^2+2\times1\times510.999}=31.984\ \text{keV},$$

$$\lambda=\frac{1239.84\ \text{keV pm}}{31.984\ \text{keV}}=38.76\ \text{pm}\approx 39\ \text{pm}.$$

The momentum can be checked by another route. The work done on the electron is the integral of its velocity over its momentum, $\int v\,dp$. Evaluated numerically up to the momentum found here, it returns 1 keV, as it must.

Is relativity needed? The nonrelativistic relation $T=p^2/2m$ gives $pc=\sqrt{2T\,mc^2}$, which is the formula above without $T^2$. The ratio of the two wavelengths is

$$\frac{\lambda_{\rm nonrel}}{\lambda}=\sqrt{\frac{T^2+2T\,mc^2}{2T\,mc^2}}=\sqrt{1+\frac{T}{2mc^2}}\approx1+\frac{T}{4mc^2},$$

where the last form holds for $T\ll mc^2$. At 1 keV the nonrelativistic wavelength is 38.78 pm, too long by 0.049 percent of the relativistic value. The simpler formula is good enough here. Its error grows in proportion to $T$ and reaches about 1 percent when $T\approx0.04\,mc^2$, near 20 keV.

### (b) The spot radius

**Adding the waves.** Let $\phi$ be the angle between a transverse wave vector and the direction in which we move away from the focus. Write the length of the wave vector as $\rho\,k\sin\alpha$, with $0\le\rho\le1$. At distance $r$ in the focal plane this wave has the phase

$$(\rho\,k\sin\alpha)\,r\cos\phi=x\rho\cos\phi,\qquad x=kr\sin\alpha .$$

Uniform filling means that equal areas of the disc contribute equally. The area element is proportional to $\rho\,d\rho\,d\phi$, and the unit disc has area $\pi$. The amplitude relative to its value at the centre is therefore

$$F(x)=\frac1\pi\int_0^1\rho\,d\rho\int_0^{2\pi}d\phi\,\cos(x\rho\cos\phi).$$

The sine part of each wave has dropped out, because the waves at $\phi$ and $\phi+\pi$ have opposite phases and their sines cancel. The intensity relative to the centre is $F^2$, so a dark ring lies where $F=0$.

**Doing the integral.** Insert the cosine series

$$\cos(x\rho\cos\phi)=\sum_{m=0}^{\infty}\frac{(-1)^m x^{2m}}{(2m)!}\,\rho^{2m}\cos^{2m}\phi$$

and average each factor separately.

For the angle, write $\cos\phi=(e^{i\phi}+e^{-i\phi})/2$ and expand the power $2m$. Every term that still contains $e^{in\phi}$ with $n\neq0$ averages to zero. The constant term, with $m$ factors of each kind, remains:

$$\frac1{2\pi}\int_0^{2\pi}\cos^{2m}\phi\,d\phi=\frac{1}{4^m}\,\frac{(2m)!}{m!\,m!} .$$

For the radius, the normalized weight is $2\rho\,d\rho$:

$$\int_0^1\rho^{2m}\,2\rho\,d\rho=\frac{2}{2m+2}=\frac1{m+1}.$$

In the product, $(2m)!$ cancels and $m!\,(m+1)=(m+1)!$. With $y=x^2/4$,

$$F=\sum_{m=0}^{\infty}\frac{(-1)^m\,y^m}{m!\,(m+1)!}=1-\frac y2+\frac{y^2}{12}-\frac{y^3}{144}+\dots$$

This is the series of $2J_1(x)/x$, where $J_1$ is the Bessel function of order one. Its square is the Airy pattern.

**Finding the zero.** At $x=3.83$ we have $y=3.667225$. The terms from $m=0$ to $m=8$ are

$$\begin{aligned}&+1.000000,\ -1.833613,\ +1.120712,\\&-0.342492,\ +0.062800,\ -0.007677,\\&+0.000670,\ -0.000044,\ +0.000002.\end{aligned}$$

Their sum is $F(3.83)=+0.00036$. The same calculation at $x=3.84$ gives $F(3.84)=-0.00174$. The sign changes between these points, and a straight line through them crosses zero at

$$x_1\approx3.83+0.01\times\frac{0.00036}{0.00036+0.00174}\approx3.8317 .$$

**Why this is the first zero.** A sign change does not exclude an earlier zero. To exclude one, differentiate the series with respect to $y$. The $m=0$ term vanishes, and renumbering the others with $n=m-1$ gives

$$-\frac{dF}{dy}=\sum_{n=0}^{\infty}\frac{(-1)^n\,y^n}{n!\,(n+2)!}=\frac12-\frac y6+\frac{y^2}{48}-\frac{y^3}{720}+\dots$$

Consider $0\le y\le4$, which is the same as $0\le x\le4$. The size of term $n+1$ divided by that of term $n$ is $y/[(n+1)(n+3)]$. From $n=4$ onward this ratio is at most $4/35$. Pair term 4 with term 5, term 6 with term 7, and so on. In each pair the positive term comes first and is at least as large as the negative one, so no pair is negative. Hence

$$-\frac{dF}{dy}\ge B(y)=\frac12-\frac y6+\frac{y^2}{48}-\frac{y^3}{720}.$$

The derivative of this cubic is

$$B'(y)=-\frac16+\frac y{24}-\frac{y^2}{240}=-\frac{(y-5)^2+15}{240}<0 .$$

So $B$ is smallest at the upper end of the range, where $B(4)=7/90\approx0.078$, which is still positive. Therefore $F$ falls steadily from $F(0)=1$ over the whole range and crosses zero once, at $x_1$.

**From $x_1$ to the radius.** Setting $kr_1\sin\alpha=x_1$ and using $k=2\pi/\lambda$,

$$r_1=\frac{x_1}{2\pi}\,\frac{\lambda}{\sin\alpha}=0.6098\,\frac{\lambda}{\sin\alpha}\approx0.61\,\frac{\lambda}{\alpha}.$$

The last form uses $\sin\alpha\approx\alpha$. At 10 mrad the sine is 0.00999983, so the replacement changes the radius by about 2 parts in 100,000. The result is

$$r_1=0.6098\times\frac{38.76\ \text{pm}}{0.0100}\approx2364\ \text{pm}\approx2.4\ \text{nm}.$$

**An independent check.** The plane waves can also be added numerically over the directions of the cone, without the series. In this test the first zero again lies at 2.364 nm. The sum gives equal weight to equal solid angles, whereas the derivation gives equal weight to equal areas of the transverse disc. The two weights differ by the factor $\cos\theta$, which departs from 1 by at most about $\alpha^2/2=5\times10^{-5}$. At this small angle, the choice between the two meanings of "uniform" does not matter.

### Reading the result

The radius is about 61 wavelengths. The short wavelength does not by itself give a picometre-sized spot, because the narrow cone supplies only small transverse wave vectors. A wider cone gives a smaller spot in this ideal model, and as $\alpha\to0$ the radius grows without limit, since a single plane wave is not focused at all. At energies well below $mc^2$, the wavelength varies as $1/\sqrt T$. Lowering the energy by a factor of four at fixed $\alpha$ then doubles the radius.

The assumptions limit what the number means:

- **Lens errors.** Aberrations or defocus give the waves unequal phases at the focal point. Waves that are out of step add to a smaller amplitude than waves in step, so the intensity at the ideal focal point is lowered. A phase that varies linearly across the aperture only shifts the pattern sideways. Defocus and spherical aberration change its shape, and $F$ describes the spot only while their phase at the edge of the aperture is small compared with one radian.
- **Source size and energy spread.** Different source points produce shifted patterns. Different energies have slightly different wavelengths, but this effect is tiny: since $\lambda\propto1/\sqrt T$, a change of 0.3 eV at 1 keV moves the ring by only about 1.5 parts in 10,000. In a real lens the important effect is chromatic aberration, which shifts the focus by $C_c\,\Delta T/T$. For a coefficient $C_c=1$ mm, taken as an example, the same 0.3 eV shifts the focus by 300 nm. Multiplied by $\alpha$, this gives a blur of about 3 nm, comparable to $r_1$ itself. These intensities add. Since none of them is negative, the total vanishes at a point only if every contribution vanishes there, and the dark ring is in general partly filled.

The value 2.4 nm is thus the diffraction contribution under the stated conditions. It is not a prediction of the resolution of a particular microscope.

## Variation 1: the 10 mrad is the full opening angle

*Suppose that 10 mrad is the angle between opposite edges of the cone. What is the dark-ring radius?*

The formula needs the angle from the axis to the edge, which is now 5 mrad. The wavelength and $x_1$ are unchanged, so

$$r_1=0.6098\times\frac{38.76\ \text{pm}}{0.0050}\approx4.73\ \text{nm}.$$

Halving a small angle practically doubles the radius. A quoted convergence angle therefore has to say whether it is a semi-angle or a full angle. The direct sum of plane waves was also tested for this cone and agrees with the formula.

## Variation 2: the radius at half maximum

*Return to the semi-angle of 10 mrad. At what radius has the intensity fallen to half its central value?*

The condition is $F^2=1/2$. Before the first zero $F$ is positive, so $F=1/\sqrt2$. Solving the series for its linear term gives a form suited to iteration:

$$y=2\left(1-\frac1{\sqrt2}+\frac{y^2}{12}-\frac{y^3}{144}+\dots\right).$$

Starting from $y=0$ on the right, repeated substitution settles at $y\approx0.653$, which means $x=2\sqrt y\approx1.616$. Because $F$ falls steadily in this range, there is no other solution before the dark ring. The radius is

$$r_{1/2}=\frac{1.616}{2\pi}\times\frac{38.76\ \text{pm}}{0.0100}\approx997\ \text{pm}\approx1.0\ \text{nm}.$$

The full width at half maximum is twice this, about 2.0 nm. The same spot can therefore be described by a radius of 2.4 nm or of 1.0 nm, depending on the convention, and two spot sizes must be expressed in the same convention before they are compared. The numerical output lists both radii, each from the formula and from the direct sum.

## Table of computed values

```
kinetic energy T = 1.000 keV
convergence semi-angle = 10.0 mrad
electron rest energy mc^2 = 510.999 keV
hc = 1239.84 keV pm
pc, relativistic = 31.9843 keV
pc, nonrelativistic = 31.9687 keV
wavelength, relativistic = 38.764 pm
wavelength, nonrelativistic = 38.783 pm
nonrelativistic excess = 0.049 percent
kinetic energy from work integral = 1.000000000 keV
y at x = 3.83: 3.667225 (no unit)
series term m=0 at x=3.83: +1.000000 (no unit)
series term m=1 at x=3.83: -1.833613 (no unit)
series term m=2 at x=3.83: +1.120712 (no unit)
series term m=3 at x=3.83: -0.342492 (no unit)
series term m=4 at x=3.83: +0.062800 (no unit)
series term m=5 at x=3.83: -0.007677 (no unit)
series term m=6 at x=3.83: +0.000670 (no unit)
series term m=7 at x=3.83: -0.000044 (no unit)
series term m=8 at x=3.83: +0.000002 (no unit)
F(3.83) = +0.000359 (no unit)
F(3.84) = -0.001738 (no unit)
slope bound at y=4: 0.0778 (no unit)
first zero x1 = 3.83171 (no unit)
x1/(2 pi) = 0.60983 (no unit)
sin(alpha) = 0.00999983 (no unit)
dark-ring radius, formula = 2.3640 nm
dark-ring radius, plane-wave sum = 2.3640 nm
half-maximum x = 1.6163 (no unit)
half-maximum radius, formula = 0.9972 nm
half-maximum radius, plane-wave sum = 0.9972 nm
dark-ring radius if 10 mrad is full angle = 4.7280 nm
```
